Why zone-axis shifts in electron backscatter patterns cannot reveal isotropic dilation

Take a silicon-germanium film whose unstressed lattice is 0.80 % larger than that of silicon in every direction. If the film is fully relaxed, its unit cell has 2.4 % more volume than the silicon cell. Yet, with the same orientation and the same source point, the zone axes in its computed backscatter pattern differ from those of silicon by less than 3 × 10⁻¹³ px, which is rounding error. If the film is instead forced to match the silicon lattice in the plane of the surface, the main zone axes, those with indices up to 2, move by up to 8.2 px. Why does the larger change of volume leave no trace in these positions?

**The model**

A beam enters a crystal tilted by 70°, and electrons leave a small source region towards a flat screen at distance L = 700 px. Let z run from the source to the screen, x horizontally and y upwards. The screen covers x from −500 to 500 px and y from −700 to 300 px, measured from the pattern centre, the foot of the perpendicular from the source. The source position is taken as known, and the strain as uniform over the probed volume.

The deformation gradient F carries each lattice vector a of the reference crystal into Fa. A reciprocal vector g, normal to a set of lattice planes, has integer products g·a with the lattice vectors. The deformed vector g′ must keep these integers, so g′·(Fa) = g·a for every a, and therefore

g′ = F⁻ᵀ g.

A zone axis t is the line common to two sets of planes: g₁·t = g₂·t = 0. After deformation,

g′·(Ft) = (F⁻ᵀg)·(Ft) = g·t = 0

for both sets, so the new zone axis points along Ft. Where it meets the screen,

x = L (Ft)₁/(Ft)₃,  y = L (Ft)₂/(Ft)₃.

Now replace F by sF, with s > 0. Numerator and denominator both gain the factor s, which cancels. With F = I, the identity, this says that an isotropic dilation sI leaves every zone axis in place, however large s is. The centre line of a band is also fixed, because it is the set of directions r with g′·r = 0, and a dilation changes only the length of g′. Both features are fixed by directions in the crystal, and a dilation changes lengths without changing directions.

**Nothing else is lost**

Could some other deformation also be invisible? Suppose F and G place four zone axes at the same points, and that no three of the four directions lie in one plane. Equal screen positions mean parallel vectors, Gtᵢ = mᵢFtᵢ, with mᵢ > 0 because both vectors point towards the screen. Put H = F⁻¹G. Then

Htᵢ = mᵢtᵢ,  i = 1, …, 4.

The first three directions form a basis, so t₄ = c₁t₁ + c₂t₂ + c₃t₃. No coefficient vanishes, since otherwise t₄ would share a plane with two of the others. Applying H in two ways gives

Ht₄ = c₁m₁t₁ + c₂m₂t₂ + c₃m₃t₃,
Ht₄ = m₄(c₁t₁ + c₂t₂ + c₃t₃).

Comparing coefficients, m₁ = m₂ = m₃ = m₄ = m. Hence H = mI and G = mF. The positions determine F up to one positive factor and no further. Since det(sF) = s³ det F, the measurable part can be written as

F̂ = F/(det F)^(1/3),

which has unit determinant and eight free components. The missing number is det F, the ratio of volumes.

**The eight components at small strain**

Write F = I + A with small A, and scale the axis so that t = (X, Y, 1), where X = x/L and Y = y/L. Then

(Ft)₁ = X + A₁₁X + A₁₂Y + A₁₃,
(Ft)₃ = 1 + A₃₁X + A₃₂Y + A₃₃.

Dividing and keeping first order in A gives the shift

δx/L = A₁₂Y + A₁₃ + X(A₁₁ − A₃₃) − A₃₁X² − A₃₂XY.

The same steps for y give

δy/L = A₂₁X + A₂₃ + Y(A₂₂ − A₃₃) − A₃₁XY − A₃₂Y².

The six off-diagonal components appear separately, but the diagonal ones enter through two differences. Adding the same number to A₁₁, A₂₂ and A₃₃ changes nothing. In physical terms the eight quantities are three lattice rotations and five components of strain without volume change.

Each zone axis supplies two equations. Three independent axes give rank 6, and four in general position give rank 8. If three of the four lie in one band, their directions are coplanar. The argument above then forces a common factor within that plane, while the fourth direction may keep a factor of its own. Two combinations are invisible and the rank is 9 − 2 = 7. Rank calculations from finite differences of the zone-axis positions give these values: 6, 8 and 7.

More axes add redundant equations but cannot supply the ninth component. For the twelve axes on the screen with indices up to 2, the eighth singular value of the shift matrix is 575 px and the ninth is 9 × 10⁻⁹ px, again rounding error. The ninth belongs to A proportional to I.

**A film that does produce shifts**

In the coherent film the in-plane lattice equals that of silicon. Relative to its own relaxed lattice, the film therefore has the in-plane elastic strain

e = 1/(1 + 0.008) − 1 = −0.794 %.

Its surface is free, so the normal stress vanishes. For a cubic crystal with a cube axis along the surface normal,

C₁₁e⊥ + 2C₁₂e = 0,  e⊥ = −k e,  k = 2C₁₂/C₁₁.

With C₁₁ = 170 GPa and C₁₂ = 64 GPa, k = 0.753 and e⊥ = +0.598 %. The axial ratio of the film cell is

ρ = (1 + e⊥)/(1 + e) = 1.00598/0.99206 = 1.0140.

Relative to silicon, the film is unchanged in the plane and stretched by the factor ρ along the unit normal n = (0, cos 70°, sin 70°) = (0, 0.342, 0.940). Take the axis [1 −1 2], which in the detector frame is t = (1, −0.256, 2.221). Its component along n is 2, so

Ft = t + 2(ρ − 1)n = (1, −0.246, 2.248).

The horizontal position changes from 700/2.2214 = 315.1 px to 700/2.2478 = 311.4 px, a shift of −3.7 px. The vertical shift is +3.9 px. The linear formula gives −3.74 px horizontally instead of −3.70 px. The difference of 1.2 % comes from the denominator, which has grown by the factor 2.248/2.221.

The smallest shift in this pattern is zero. It belongs to [001], which lies along n: the stretch lengthens this axis without turning it. The relaxed film does to every direction what the coherent film does to this one.

**Recovering the missing number**

The zone-axis positions give ρ but not the scale of the cell. Here the ninth equation is taken from mechanics. Let εᵢⱼ be the elastic strain, in axes with direction 3 along the normal, and let

a = ε₁₁ − ε₃₃,  b = ε₂₂ − ε₃₃

be the two measured differences. The free surface requires

0 = C₁₁ε₃₃ + C₁₂(ε₁₁ + ε₂₂) = (C₁₁ + 2C₁₂)ε₃₃ + C₁₂(a + b),

so that

ε₃₃ = −C₁₂(a + b)/(C₁₁ + 2C₁₂).

For the film, where the two in-plane strains are equal, one can keep the finite ratio. From 1 + e⊥ = ρ(1 + e) and e⊥ = −ke,

1 − ke = ρ + ρe,  e = (1 − ρ)/(ρ + k).

The numbers give e = −0.0140/1.767 = −0.79 %, which is the strain put in. The in-plane stress is

σ = (C₁₁ + C₁₂)e + C₁₂e⊥ = (C₁₁ + C₁₂ − 2C₁₂²/C₁₁)e,

or 185.8 GPa × (−0.00794) = −1.47 GPa, a compression.

Setting the unseen trace to zero would be a different assumption. It means 2e + e⊥ = 0, which together with e⊥ − e ≈ ρ − 1 gives e = −(ρ − 1)/3 = −0.47 %. The true elastic trace is 2(−0.794) + 0.598 = −0.99 %, and one third of it, −0.33 %, is what this choice leaves out of e.

The free surface restores the elastic part of the dilation. It cannot restore a dilation that carries no stress. For the relaxed film ρ = 1 and the formula returns e = 0, which is correct as an elastic strain but says nothing about the 0.80 % due to composition. A uniform thermal expansion of a free cubic crystal is hidden in the same way.

**What dilation does change**

The pattern as a whole is not invariant. The edges of a band lie at the Bragg angle θ on either side of its centre line, with

sin θ = λ|g|/2,

where λ is the electron wavelength and |g| is the inverse plane spacing. Dilation by f divides |g| by 1 + f and narrows the band. At 20 keV, λ = 8.59 pm. With a rough silicon lattice parameter of 0.54 nm, θ for the (220) planes is about 22 mrad and falls by 0.18 mrad. For a band through the pattern centre, each edge would move inwards there by about an eighth of a pixel. In the present geometry no (220)-type band passes through the centre; the nearest lies 175 px from it, and its edges move by 0.13 px. The two edges of such a band move by equal amounts in opposite directions. For a band away from the pattern centre the two amounts differ slightly on the flat screen, but the centre line still stays put, because the condition g′·r = 0 does not depend on the length of g′.

A higher beam voltage has the same effect on the widths. With λ = hc/√[E(E + 2mc²)], where E is the beam energy and mc² the electron rest energy,

d ln λ/dE = −(E + mc²)/[E(E + 2mc²)].

Setting the relative change of λ to −f gives

δE ≈ f E(E + 2mc²)/(E + mc²) = 314 eV,

against 315 eV without linearization. Widths thus carry the dilation, but reading it from them is demanding. By proportion, a dilation of 0.01 % corresponds to about 4 V and moves a (220) edge at the pattern centre by less than 0.002 px. The electrons that form a real pattern have also lost varying amounts of energy, which changes the widths as well. Rings from higher-order Laue zones, not part of this model, respond more strongly: the first ring about ⟨001⟩ has an angular radius of 179 mrad, which the 0.80 % dilation reduces by 0.7 mrad, four times the change of θ for (220).

Does the narrowing mislead a method that compares whole images? I matched synthetic patterns of smooth bands by an eight-parameter warp of the silicon pattern. For the relaxed film the largest false component was 0.007 %, less than one hundredth of the dilation. Since only the widths differ between these two patterns, the false strain comes from them. For the coherent film the match gave ρ = 1.01397 instead of 1.01402. Halving the mesh changed the false component by 0.00003 % and ρ by 8 × 10⁻⁷. These figures belong to a simple band model with a Gaussian profile and without dynamical diffraction. The false component is part strain and part rotation, and it depends on the profile: other smooth band shapes give between 0.002 % and 0.009 %.

**Beside a real film**

The chosen dilation is roughly that of an alloy with one fifth germanium, and the elastic constants are rough values for silicon, used for the film as well. At this misfit the equilibrium (Matthews-Blakeslee) critical thickness is only about 12 nm. A thicker coherent film is metastable, and in a film thinner than the probed depth the substrate contributes to the pattern, so the strain is no longer uniform. Raising k by 5 % changes e from −0.794 % to −0.777 %. The stress is more sensitive to this choice: constants interpolated between silicon (C₁₁ = 165.8, C₁₂ = 63.9 GPa) and germanium (128.5 and 48.3 GPa) make it about 7 % smaller in magnitude at the same e, and 8 % smaller when e is derived from ρ with the new k. About 3 of these points come from replacing the rough silicon values. The assumption of a known source point also matters, because the source moves relative to the screen if the film and its silicon reference are measured at different places. If L is really 1 px longer than assumed, all positions grow by the factor 1 + 1/L, which imitates A₁₁ = A₂₂ = 1/700 = 0.143 % with A₃₃ = 0. Apart from an invisible dilation, this is a contraction by 1/L along z. Resolved along the tilted film axes, it lowers ρ by [sin² 70° − ½cos² 70°]/L = 0.0012. Near ρ = 1, e ≈ (1 − ρ)/(1 + k), so e shifts by about 0.0012/1.75 = +0.07 %, a little under a tenth of the film strain.

Refraction at the surface, left out of the model, lets a little of the dilation through. For a rough inner potential of 12 V, diluted in proportion to the larger volume, a beam at 65° to the surface normal inside the crystal moves by 0.02 px in the plane of the screen. The dilution lowers the potential by only about 0.3 V. Germanium itself, which this estimate omits, acts the other way and more strongly: with a rough 14.3 V for pure germanium it adds about 0.8 V, and the net shift becomes about 0.04 px in the opposite direction. Refraction thus slightly shifts the point where a zone axis appears, although the direction of the axis inside the crystal is unchanged. The exact invariance of the positions holds when refraction is neglected. The remaining values are in the numerical output below.

Computed results

```
source-screen distance L: 700 px
sample tilt: 70 deg
lattice parameter (rough): 0.54 nm
film lattice dilation f (rough): 0.80 %
C11, C12 (rough): 170, 64 GPa
beam energy: 20 keV
zone axes on screen, indices up to 2: 12
rank, three independent axes: 6
rank, four axes in general position: 8
rank, four axes with three in one band: 7
rank, all axes on screen: 8
largest singular value: 2956.8 px
eighth singular value: 574.7 px
ninth singular value: 9.0e-09 px
relaxed film, largest axis shift: 2.3e-13 px
volume ratio of relaxed film: 1.02419
coherent film, largest axis shift: 8.16 px
coherent film, smallest axis shift: 0.00 px
[1 -1 2] reference x, y: 315.12, -80.56 px
[1 -1 2] film shift x, y: -3.695, 3.932 px
[1 -1 2] linear formula x, y: -3.739, 3.979 px
axial ratio from zone axes: 1.01402
elastic ratio 2 C12/C11: 0.7529
true in-plane elastic strain: -0.7937 %
true out-of-plane elastic strain: 0.5976 %
in-plane strain from free surface: -0.7937 %
in-plane strain if trace set to zero: -0.4675 %
biaxial modulus: 185.8 GPa
in-plane film stress: -1.475 GPa
electron wavelength: 8.589 pm
(220) Bragg angle, reference: 22.494 mrad
(220) Bragg angle, dilated: 22.316 mrad
(220) edge movement at pattern centre: 0.125 px
equivalent rise of beam voltage: 315 V
same, linear formula: 314 V
image match, false strain from dilation: 0.0068 %
its change on halving the mesh: 0.00003 %
image match, film axial ratio: 1.01397
its change on halving the mesh: 8.0e-07
false strain, 1 px source distance: 0.143 %
inner potential (rough): 12 V
refraction change at 65 deg exit: 0.021 px
in-plane strain, elastic ratio +5 %: -0.7771 %
```
